# The so(2,1) algebra of hydrogen, Bohr levels and Coulomb Sturmians: a numerical check

```python
# Radial so(2,1) algebra of a hydrogen-like atom, Hartree atomic units.
# u(r) = r R(r), p = -i d/dr, W = r p^2 + l(l+1)/r,
# T3 = (W + r)/2, T1 = (W - r)/2, T2 = r p, inner product int f* g dr/r.
# Results under test: [T1,T2] = -i T3, [T2,T3] = i T1, [T3,T1] = i T2,
# T3^2 - T1^2 - T2^2 = l(l+1); T3 has eigenvalues n = l+1, l+2, ...;
# a dilation (tilt) turns r(H-E) into k T3 - Z, so E = -Z^2/(2 n^2);
# r is tridiagonal between Sturmians of common scale k in the dr/r product.
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, roots_laguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- symbolic tests of the algebra on an arbitrary function ----------
r, k_s, Z_s = sp.symbols("r k Z", positive=True)
l_s = sp.symbols("l", positive=True)
u = sp.Function("u")(r)


def W_op(f):
    return -r * sp.diff(f, r, 2) + l_s * (l_s + 1) * f / r


def T1(f):
    return (W_op(f) - r * f) / 2


def T2(f):
    return -sp.I * r * sp.diff(f, r)


def T3(f):
    return (W_op(f) + r * f) / 2


def is_zero(expr):
    return sp.simplify(sp.expand(expr)) == 0


def commutator(A, B, f):
    return A(B(f)) - B(A(f))


assert is_zero(commutator(T1, T2, u) + sp.I * T3(u))
assert is_zero(commutator(T2, T3, u) - sp.I * T1(u))
assert is_zero(commutator(T3, T1, u) - sp.I * T2(u))
assert is_zero(T3(T3(u)) - T1(T1(u)) - T2(T2(u)) - l_s * (l_s + 1) * u)

# the lowest state is annihilated by T1 - i T2 and has T3 = l+1
lowest = r**(l_s + 1) * sp.exp(-r)
assert is_zero((T1(lowest) - sp.I * T2(lowest)) / lowest)
assert is_zero(T3(lowest) / lowest - (l_s + 1))

# ---------- the tilt ----------
# exponential series of i*theta*T2 = theta r d/dr on r^2 exp(-r)
theta, r0 = 0.4, 1.3
x_poly = Polynomial([0.0, 1.0])
P, series = Polynomial([0.0, 0.0, 1.0]), 0.0
for m in range(31):
    series += theta**m / math.factorial(m) * P(r0) * math.exp(-r0)
    P = x_poly * (P.deriv() - P)
r_scaled = math.exp(theta) * r0
tilt_direct = r_scaled**2 * math.exp(-r_scaled)
assert abs(series - tilt_direct) < 1e-10

# tilted r(H-E) on a function that is not an eigenfunction
trial = r**2 * (1 + r**3) * sp.exp(-r)
for sign, generator in ((-1, T3), (1, T1)):
    energy = sign * k_s**2 / 2
    f = trial.subs(r, k_s * r)
    applied = W_op(f) / 2 - energy * r * f - Z_s * f
    tilted = applied.subs(r, r / k_s)
    target = k_s * generator(trial) - Z_s * trial
    assert is_zero((tilted - target) * sp.exp(r))

# ---------- grid diagonalization, independent of the algebra ----------


def grid_hydrogen(l, Z, count, h=0.02, box=150.0):
    x = h * np.arange(1, int(round(box / h)))
    diag = 1 / h**2 + l * (l + 1) / (2 * x**2) - Z / x
    off = np.full(len(x) - 1, -0.5 / h**2)
    e, v = eigh_tridiagonal(diag, off, select="i",
                            select_range=(0, count - 1))
    return x, e, v / math.sqrt(h)


def grid_T3(l, count, h=0.01, box=40.0):
    x = h * np.arange(1, int(round(box / h)))
    diag = x * (2 / h**2 + l * (l + 1) / x**2 + 1) / 2
    off = -np.sqrt(x[:-1] * x[1:]) / (2 * h**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                            select_range=(0, count - 1))


def sturmian(n, l, k, x):
    norm = math.sqrt(math.factorial(n - l - 1) / math.factorial(n + l))
    lag = eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * k * x)
    return norm * (2 * k * x)**(l + 1) * np.exp(-k * x) * lag


# tolerances reflect the second-order error of the grids
bohr_error = 0.0
for l in (0, 1, 2):
    n_values = np.arange(l + 1, l + 4)
    q = grid_T3(l, 3)
    assert np.max(np.abs(q - n_values)) < 1e-3
    print(f"grid T3 eigenvalues, l={l}: "
          + " ".join(f"{v:.4f}" for v in q))
    e_grid = grid_hydrogen(l, 1.0, 3)[1]
    error = np.max(np.abs(e_grid + 0.5 / n_values**2))
    bohr_error = max(bohr_error, error)
    assert error < 2e-4
print(f"largest |grid - Bohr|, l=0,1,2: {bohr_error:.1e} hartree")

Z, l, k = 1.0, 1, 0.4
x, e_grid, v_grid = grid_hydrogen(l, Z, 3)
h_grid = x[1] - x[0]
u3 = v_grid[:, 1]
u3_formula = math.sqrt(Z) / 3 * sturmian(3, l, Z / 3, x)
u3 = u3 * np.sign(np.dot(u3, u3_formula))
assert np.max(np.abs(u3 - u3_formula)) < 1e-3
mean_r_grid = h_grid * np.sum(x * u3**2)
mean_r_formula = (3 * 3**2 - l * (l + 1)) / (2 * Z)
assert abs(mean_r_grid - mean_r_formula) < 5e-3

# ---------- Sturmian matrices by Gauss-Laguerre quadrature ----------
size = 7
nodes, weights = roots_laguerre(40)
values, slopes = [], []
for n in range(l + 1, l + 1 + size):
    p_deg, a = n - l - 1, 2 * l + 1
    coef = [(-1)**j * math.comb(p_deg + a, p_deg - j) / math.factorial(j)
            for j in range(p_deg + 1)]
    norm = math.sqrt(math.factorial(n - l - 1) / math.factorial(n + l))
    P = norm * x_poly**(l + 1) * Polynomial(coef)
    values.append(P(nodes))
    slopes.append((P.deriv() - P / 2)(nodes))
S, dS = np.array(values), np.array(slopes)
unit_q = (S * weights / nodes) @ S.T
r_q = (S * weights) @ S.T / (2 * k)
r_ordinary_q = (S * weights * nodes) @ S.T / (4 * k**2)
W_q = 2 * k * ((dS * weights) @ dS.T
               + l * (l + 1) * (S * weights / nodes**2) @ S.T)
T2_q = -1j * (S * weights) @ dS.T
T3_q, T1_q = (W_q / k + k * r_q) / 2, (W_q / k - k * r_q) / 2


def ladder_matrices(l, count):
    n = np.arange(l + 1, l + 1 + count, dtype=float)
    b = np.sqrt((n[:-1] - l) * (n[:-1] + l + 1)) / 2
    t1 = np.diag(b, 1) + np.diag(b, -1)
    t2 = 1j * np.diag(b, 1) - 1j * np.diag(b, -1)
    return t1, t2, np.diag(n)


t1, t2, t3 = ladder_matrices(l, size)
assert np.allclose(unit_q, np.eye(size), atol=1e-9)
assert np.allclose(T1_q, t1, atol=1e-8)
assert np.allclose(T2_q, t2, atol=1e-8)
assert np.allclose(T3_q, t3, atol=1e-8)
assert np.allclose(r_q, (t3 - t1) / k, atol=1e-8)
outside = np.abs(np.subtract.outer(range(size), range(size))) > 1
leak = np.max(np.abs(r_q[outside]))

# ordinary measure: five diagonals, the square of the weighted r matrix
t1_big, _, t3_big = ladder_matrices(l, size + 2)
r_big = (t3_big - t1_big) / k
assert np.allclose(r_ordinary_q, (r_big @ r_big)[:size, :size], atol=1e-7)
assert abs(r_ordinary_q[0, 2]) > 1 and abs(r_ordinary_q[0, 3]) < 1e-8

# rotations by T3: T1 -> -T2 through pi/2, and W/k -> k r through pi
for angle, start, end in ((math.pi / 2, T1_q, -T2_q),
                          (math.pi, W_q / k, k * r_q)):
    phase = np.exp(1j * angle * np.diag(T3_q))
    rotated = phase[:, None] * start * phase.conj()[None, :]
    assert np.allclose(rotated, end, atol=1e-7)

# ---------- hydrogen p levels from the tridiagonal pencil ----------


def pencil_levels(k, count):
    a1, _, a3 = ladder_matrices(l, count)
    return eigh(k * (a3 + a1) / 2 - Z * np.eye(count), (a3 - a1) / k,
                eigvals_only=True)


h_q = W_q / 2 - Z * unit_q
assert np.allclose(eigh(h_q, r_q, eigvals_only=True),
                   pencil_levels(k, size), atol=1e-8)
exact = -Z**2 / (2 * np.array([2.0, 3.0, 4.0])**2)

print(f"Z = {Z:.0f}, l = {l}, Sturmian scale k = {k} 1/bohr")
for n in (2, 3, 4):
    print(f"n={n}: k_n = {Z/n:.6f} 1/bohr, tilt theta = {-math.log(Z/n):.6f}")
print("Weighted (dr/r) matrix of r by quadrature, n=2..5, bohr:")
for row in r_q[:4, :4]:
    print("  " + " ".join(f"{v + 0.0:10.6f}" for v in np.round(row, 8)))
print(f"largest element outside three diagonals: {leak:.1e} bohr")
print("Ordinary (dr) integrals of S_2 r S_n, n=2..5, bohr^2:")
print("  " + " ".join(f"{v + 0.0:10.6f}"
                      for v in np.round(r_ordinary_q[0, :4], 8)))
print("Pencil energies of 2p, 3p, 4p in hartree:")
for count in (4, 8, 16, 24):
    e = pencil_levels(k, count)[:3]
    assert np.all(e >= exact - 1e-11)
    print(f"  {count:2d} functions: " + " ".join(f"{v:.9f}" for v in e))
assert np.max(np.abs(e - exact)) < 1e-8
print("  Bohr formula: " + " ".join(f"{v:.9f}" for v in exact))
print("  grid:         " + " ".join(f"{v:.6f}" for v in e_grid))
print("  Bohr, in eV:  " + " ".join(f"{v*HARTREE_EV:.5f}" for v in exact))
two = pencil_levels(Z / 3, 2)
assert abs(two[1] - exact[1]) < 1e-12 and two[0] > exact[0]
print(f"two functions, k = 1/3: {two[0]:.9f} {two[1]:.9f} hartree")
print(f"3p mean radius: grid {mean_r_grid:.4f}, "
      f"formula {mean_r_formula:.4f} bohr")
print(f"tilt check at theta={theta}, r={r0}: series {series:.10f}, "
      f"dilated {tilt_direct:.10f}")
print("all good")
```

Printed output:

```
grid T3 eigenvalues, l=0: 1.0000 2.0000 3.0000
grid T3 eigenvalues, l=1: 2.0000 3.0000 3.9999
grid T3 eigenvalues, l=2: 3.0000 4.0000 5.0000
largest |grid - Bohr|, l=0,1,2: 5.0e-05 hartree
Z = 1, l = 1, Sturmian scale k = 0.4 1/bohr
n=2: k_n = 0.500000 1/bohr, tilt theta = 0.693147
n=3: k_n = 0.333333 1/bohr, tilt theta = 1.098612
n=4: k_n = 0.250000 1/bohr, tilt theta = 1.386294
Weighted (dr/r) matrix of r by quadrature, n=2..5, bohr:
    5.000000  -2.500000   0.000000   0.000000
   -2.500000   7.500000  -3.952847   0.000000
    0.000000  -3.952847  10.000000  -5.303301
    0.000000   0.000000  -5.303301  12.500000
largest element outside three diagonals: 4.7e-13 bohr
Ordinary (dr) integrals of S_2 r S_n, n=2..5, bohr^2:
   31.250000 -31.250000   9.882118   0.000000
Pencil energies of 2p, 3p, 4p in hartree:
   4 functions: -0.124999620 -0.055547604 -0.023416912
   8 functions: -0.125000000 -0.055555556 -0.031236833
  16 functions: -0.125000000 -0.055555556 -0.031250000
  24 functions: -0.125000000 -0.055555556 -0.031250000
  Bohr formula: -0.125000000 -0.055555556 -0.031250000
  grid:         -0.125001 -0.055556 -0.031250
  Bohr, in eV:  -3.40142 -1.51174 -0.85036
two functions, k = 1/3: -0.122222222 -0.055555556 hartree
3p mean radius: grid 12.4999, formula 12.5000 bohr
tilt check at theta=0.4, r=1.3: series 0.5408336260, dilated 0.5408336260
all good
```
